# Why closed-shell BH and CH+ can be paramagnetic

## Question

In a closed-shell molecule every spin is paired, and there is no permanent orbital moment. The Langevin formula then gives a negative susceptibility, so I would call every such molecule diamagnetic. But BH and CH+ are said to be paramagnetic, because they have low-lying σ→π excitations. Where does the argument from paired electrons fail, and is a low excitation really enough?

## Answer

Pairing removes the permanent spin moment, and a nondegenerate ground state has no permanent orbital moment. Together they remove the energy shift linear in the field. The sign of the susceptibility is decided at second order in the field, where two terms compete.

**The two terms**

I use Hartree atomic units, fixed nuclei and a nonrelativistic Hamiltonian. For a uniform field \(\mathbf B\) take \(\mathbf A=\tfrac12\mathbf B\times\mathbf r\), with \(\mathbf r\) measured from a chosen gauge origin. The electron has charge \(-1\), so its kinetic energy is \(\tfrac12(\mathbf p+\mathbf A)^2\). Since \(\nabla\cdot\mathbf A=0\), the cross terms combine to

\[
\mathbf A\cdot\mathbf p=\tfrac12(\mathbf B\times\mathbf r)\cdot\mathbf p=\tfrac12\mathbf B\cdot(\mathbf r\times\mathbf p),
\qquad \tfrac12A^2=\tfrac18B^2r_\perp^2 ,
\]

where \(r_\perp\) is the distance from the line through the origin along the field. Summed over electrons, with the spin term added (g-factor 2),

\[
H=H_0+\tfrac12\mathbf B\cdot\mathbf L+\mathbf B\cdot\mathbf S+\tfrac18B^2\sum r_\perp^2 .
\]

In a singlet \(\mathbf S|0\rangle=0\), so the spin term drops out. A nondegenerate state can be chosen real. Then \(\langle\mathbf L\rangle\) is imaginary, because \(\mathbf L=-i\sum\mathbf r\times\nabla\), and also real, because \(\mathbf L\) is Hermitian. It is therefore zero.

For a field along axis \(k\), the \(r_\perp^2\) term contributes in first-order perturbation theory and the \(L_k\) term in second order:

\[
E=E_0+\frac{B^2}{8}\Big\langle\sum r_\perp^2\Big\rangle
-\frac{B^2}{4}\sum_{n\ne0}\frac{|\langle n|L_k|0\rangle|^2}{\omega_n}+\dots
\]

With the magnetizability defined as \(\xi_{kk}=-d^2E/dB_k^2\) at zero field,

\[
\xi_{kk}=-\frac14\Big\langle\sum r_\perp^2\Big\rangle
+\frac12\sum_{n\ne0}\frac{|\langle n|L_k|0\rangle|^2}{\omega_n}.
\]

Positive \(\xi\) means paramagnetic. The first term is Langevin's. The second, Van Vleck's, cannot be negative, since all \(\omega_n>0\) above the ground state. Pairing the electrons does not remove it.

**Why atoms differ from molecules**

A closed-shell atom is in an S state. With the origin at the nucleus \(\mathbf L|0\rangle=0\), the Van Vleck term vanishes, and the atom is diamagnetic whatever its excitation energies. In the calculation below, B+ has a singlet excitation at 0.307 hartree, yet its Van Vleck term is zero to rounding.

In a linear molecule with its bond along \(z\) and the origin on the bond axis, a Σ state still obeys \(L_z|0\rangle=0\), so the response along the bond is diamagnetic. Nothing forces \(L_x|0\rangle\) to vanish. For one electron, \(l_x=-i(y\partial_z-z\partial_y)\). Acting on a \(p_z\) orbital \(zf(r)\), it gives

\[
l_x\,zf=-i\left[yf+\frac{yz^2}{r}f'-\frac{yz^2}{r}f'\right]=-i\,yf .
\]

A pσ orbital becomes a pπ orbital on the same atom, with a matrix element of magnitude one. An s orbital on that atom gives zero.

If the σ orbital is doubly occupied, either electron can be promoted. The two resulting determinants have equal amplitudes \(\langle\pi|l_x|\sigma\rangle\), and their sum is \(\sqrt2\) times a normalized singlet. Hence

\[
|\langle n|L_x|0\rangle|^2=2|\langle\pi|l_x|\sigma\rangle|^2 .
\]

For a pure pπ orbital, \(l_x\) can equally be taken to act on that orbital, turning it into the pσ function with the same radial part. This one-centre picture therefore gives \(2b^2\), where \(b\) is the overlap of the occupied σ orbital with that normalized pσ function. Within this picture a large effect needs a small gap, an occupied orbital with much pσ character, and an empty pπ orbital on the same atom. The picture is a qualitative guide: the strengths below come from the full matrix elements, not from \(b\).

**Does the choice of origin matter?**

It matters for each term separately. Moving the origin by \(\mathbf d\) changes the vector potential to

\[
\mathbf A'=\mathbf A-\tfrac12\mathbf B\times\mathbf d=\mathbf A+\nabla f,
\qquad f=-\tfrac12(\mathbf B\times\mathbf d)\cdot\mathbf r .
\]

Since \((\mathbf p+\mathbf A')e^{-if}\psi=e^{-if}(\mathbf p+\mathbf A)\psi\), attaching this phase for each electron leaves the energy unchanged. The argument does not use the total charge, so it covers CH+ with fixed nuclei. The exact sum is independent of origin, and a positive \(\xi_{xx}\) means that Van Vleck exceeds Langevin for every origin.

A finite basis satisfies this approximately. For BH, moving the origin from B to H changes the perpendicular sum from

\[
-4.427+11.570=7.143\quad\text{to}\quad-10.527+17.633=7.106\ \text{au}.
\]

Each term changes by about 6.1 au, the sum by 0.04 au.

**Computing the response in Hartree–Fock theory**

Let \(i,j\) label occupied and \(a,b\) empty real orbitals, and let \(m_{ai}=\langle a|y\partial_z-z\partial_y|i\rangle\). The field mixes in empty orbitals with imaginary amplitudes, \(\delta\phi_i=i\sum_a\kappa_{ai}\phi_a\), where the prefactor \(i\) is the imaginary unit. The first-order change of the one-spin density matrix is

\[
\delta P(\mathbf r,\mathbf r')=i\sum_{ai}\kappa_{ai}
[\phi_a(\mathbf r)\phi_i(\mathbf r')-\phi_i(\mathbf r)\phi_a(\mathbf r')].
\]

It vanishes at \(\mathbf r=\mathbf r'\), so the charge density and the Coulomb energy have no contribution from it. Three pieces remain:

- The coupling \(\tfrac12Bl_x\), counted for both spins, gives \(-2B\sum\kappa_{ai}m_{ai}\).
- The second-order density change, with orthonormality kept, gives \(2\sum\kappa_{ai}^2(\varepsilon_a-\varepsilon_i)\).
- The exchange energy \(-\iint|P|^2/|\mathbf r-\mathbf r'|\) gives \(-2\sum\kappa_{ai}\kappa_{bj}[(ab|ij)-(aj|bi)]\).

Here \((pq|rs)\) is the repulsion between the products \(\phi_p\phi_q\) and \(\phi_r\phi_s\). Thus

\[
\Delta E=2\kappa^TK\kappa-2Bm^T\kappa,
\]
\[
K_{ai,bj}=(\varepsilon_a-\varepsilon_i)\delta_{ab}\delta_{ij}-(ab|ij)+(aj|bi).
\]

The minimum is at \(\kappa=\tfrac12BK^{-1}m\), where \(\Delta E=-\tfrac12B^2m^TK^{-1}m\). The Van Vleck term is therefore \(m^TK^{-1}m\).

To divide it among excitations, let \(G\) be the corresponding matrix for real amplitudes \(u\):

\[
G_{ai,bj}=(\varepsilon_a-\varepsilon_i)\delta_{ab}\delta_{ij}+4(ai|bj)-(ab|ij)-(aj|bi).
\]

The linearized time-dependent Hartree–Fock equations, also called the random-phase approximation, are \(\dot u=K\kappa\) and \(\dot\kappa=-Gu\). Hence \(\ddot\kappa=-GK\kappa\), and the squared frequencies are the eigenvalues of \(K^{1/2}GK^{1/2}\). With its orthonormal eigenvectors \(t_n\), define \(z_n=\sqrt{\omega_n}K^{-1/2}t_n\). Completeness of the \(t_n\) gives

\[
K^{-1}=\sum_n\frac{z_nz_n^T}{\omega_n},\qquad
m^TK^{-1}m=\sum_n\frac{(m^Tz_n)^2}{\omega_n}.
\]

Comparison with the general formula identifies \(2(m^Tz_n)^2\) as the strength \(|\langle n|L_x|0\rangle|^2\).

**BH and CH+ in numbers**

The bond lengths are 2.3 bohr for BH and 2.1 bohr for CH+, close to the Hartree–Fock minima. The origin is the centroid of the electrons. For BH, the lowest Π excitation has energy 0.0972 hartree and strength 2.093, so it contributes

\[
\frac{2.093}{2(0.0972)}\approx10.8\ \text{au}
\]

out of a Van Vleck term of 11.47 au. The perpendicular total is \(-4.32+11.47=7.15\) au. Along the bond only the Langevin value, \(-2.51\) au, remains.

For random orientations, each squared direction cosine averages to one third:

\[
\xi_{\rm av}=\frac{2\xi_\perp+\xi_\parallel}{3}
=\frac{2(7.15)-2.51}{3}=3.93\ \text{au}
=3.1\times10^{-28}\ \text{J/T}^2 .
\]

For CH+ the components are 10.39 and \(-1.44\) au, and the average is 6.44 au, or \(5.1\times10^{-28}\) J/T².

The strengths of BH and CH+ (2.47) exceed 2, the largest value of \(2b^2\) for a normalized orbital. That bound assumes one normalized excitation into a pure pπ orbital, with the origin at its nucleus. It does not bind the random-phase result, whose vectors are normalized by \(z_n^TKz_n=\omega_n\) rather than to unit length. This normalization, not the centroid origin, lifts the strengths above 2: with the origin at the heavy nucleus they are still about 2.05 and 2.45, while configuration interaction with single excitations, whose vectors do have unit length, gives about 1.65 and 1.8. Full configuration interaction in the 6-31+G basis used below, with the origin at the heavy nucleus, gives strengths of 1.62 and 1.84.

Finite-field Hartree–Fock energies check the response independently. In a slightly smaller basis, a field of 0.01 au (about 2350 T) lowers the energy of BH by 354 microhartree when it is perpendicular to the bond, and raises it by 126 microhartree when it is parallel. The curvature extrapolated to zero field agrees with the response formula.

**Is a low excitation enough?**

For BH and CH+ the lowest Π excitation is decisive. Without it, the Hartree–Fock average for BH would be \(3.93-\tfrac23(10.76)=-3.24\) au, and that for CH+ would be \(-1.93\) au. This division depends on the origin: a shift \(d\) along \(z\) turns \(L_x\) into \(L_x+d\sum p_y\), and \(\sum p_y\) also connects Σ to Π. The strength of one excitation and the remainder therefore change with the origin, while the total does not. All strengths, remainders and critical gaps in this section, including those of LiH, refer to the centroid origin. Now keep the strength \(s\) and the remainder \(\xi_{\rm rest}\) fixed, but vary the energy \(\omega\). Two perpendicular directions out of three contribute \(s/(2\omega)\) each, so

\[
\xi_{\rm av}(\omega)=\xi_{\rm rest}+\frac{s}{3\omega},\qquad
\omega_c=\frac{s}{3|\xi_{\rm rest}|}.
\]

For BH, \(\omega_c=2.093/(3\times3.243)=0.215\) hartree; for CH+ it is 0.427 hartree. Above these gaps, the averages in this model would be diamagnetic.

LiH shows why the gap alone does not decide. At 3.0 bohr its lowest Π excitation lies at 0.187 hartree, but its strength is just 0.227, and its average is \(-1.61\) au. Removing that excitation leaves \(-2.01\) au. Two substitutions separate the causes:

- With the gap of BH and its own strength, LiH would have \(-2.01+0.227/(3\times0.0972)=-1.23\) au, still diamagnetic.
- With the strength of BH and its own gap, it would have \(-2.01+2.093/(3\times0.187)\approx+1.7\) au, paramagnetic.

The strength for LiH depends strongly on the origin: about 0.62 at Li and 0.01 at H. The signs of both substitutions are the same with the origin at the heavy nucleus (\(-0.6\) and \(+1.0\) au) or at H (\(-1.7\) and \(+2.7\) au) in both molecules.

In hydrogen fluoride the pπ orbitals on fluorine are already filled, so the Pauli principle blocks the one-centre pσ→pπ route. Excitations out of the filled π orbitals into empty σ orbitals remain possible, but the lowest Π excitation lies at 0.44 hartree and has a strength of only 0.02. With the origin at the centroid of the electrons, its perpendicular Van Vleck term is 0.14 au, and its average is \(-2.19\) au.

**How far can these values be trusted?**

Correlation keeps the sign but reduces the size considerably. Full configuration interaction with a frozen core, in the modest 6-31+G basis and with the origin at the heavy nucleus, gives averages of 1.2 au for BH and 3.0 au for CH+. Hartree–Fock in the same basis gives 3.3 and 7.0 au. This basis has no polarisation functions and exaggerates the reduction. With aug-cc-pVDZ on the heavy atom and cc-pVDZ on H, again with the origin at the heavy nucleus, Hartree–Fock gives 3.9 and 6.5 au and full configuration interaction gives 2.4 and 3.7 au, a reduction of about 40 per cent. In 6-31+G the correlated averages also stay positive when the origin for the valence electrons is moved to the centroid (1.5 and 3.2 au) or to H (1.9 and 3.5 au). The Hartree–Fock values quoted in the earlier sections use uncontracted triple-zeta primitives, spd on the heavy atom and sp on H. Adding f functions on the heavy atom, d functions on H and diffuse functions on Li shifts the magnetizabilities by up to 0.01 au and the strengths by up to 0.002, so their last digit is uncertain. Quantitative values would need correlation and a large basis together.

These results describe the electronic response at fixed nuclei. They leave out the magnetic moment of a rotating molecule and the motion of an ion's centre of mass in the field.

So your argument fails where "no permanent moment" is taken to mean "no paramagnetic response". A low σ→π excitation can make that response win, provided that it also has enough angular-momentum strength for the whole Van Vleck term, averaged over directions, to outweigh the Langevin term.

## Calculated quantities

```
1 au of magnetizability = 7.89104e-29 J/T^2
BH: bond 2.3, RHF minimum 2.34, centroid z 0.266 bohr
  lowest Pi energy 0.0972 hartree; |L_x|^2 2.093 au
  Langevin perp -4.321, parallel -2.508 au
  Van Vleck perp 11.470, from lowest Pi 10.760 au
  total perp 7.149, average 3.930 au
  average without lowest Pi -3.243 au
  sign-change gap at fixed strength 0.2151 hartree
  average = 31.01 x 1e-29 J/T^2
  origin heavy nucleus: perp Langevin -4.427, Van Vleck 11.570, sum 7.143 au
  origin H nucleus: perp Langevin -10.527, Van Vleck 17.633, sum 7.106 au
CH+: bond 2.1, RHF minimum 2.13, centroid z 0.198 bohr
  lowest Pi energy 0.0984 hartree; |L_x|^2 2.472 au
  Langevin perp -2.493, parallel -1.439 au
  Van Vleck perp 12.879, from lowest Pi 12.563 au
  total perp 10.386, average 6.444 au
  average without lowest Pi -1.931 au
  sign-change gap at fixed strength 0.4268 hartree
  average = 50.85 x 1e-29 J/T^2
  origin heavy nucleus: perp Langevin -2.551, Van Vleck 12.932, sum 10.381 au
  origin H nucleus: perp Langevin -7.922, Van Vleck 18.279, sum 10.357 au
LiH: bond 3.0, RHF minimum 3.06, centroid z 1.338 bohr
  lowest Pi energy 0.1868 hartree; |L_x|^2 0.227 au
  Langevin perp -3.684, parallel -1.951 au
  Van Vleck perp 2.253, from lowest Pi 0.607 au
  total perp -1.431, average -1.605 au
HF: bond 1.7, RHF minimum 1.71, centroid z 0.095 bohr
  lowest Pi energy 0.4358 hartree; |L_x|^2 0.017 au
  Langevin perp -2.358, parallel -2.115 au
  Van Vleck perp 0.136, from lowest Pi 0.020 au
  total perp -2.222, average -2.186 au
B+: lowest singlet excitation 0.3068 hartree
  Van Vleck 3.0e-26, average -1.324 au
finite field 0.01 au = 2350.5 T
BH field along x: shift at 0.01 au -354.19 microhartree
  xi from the two larger fields only 7.14582 au
  xi from three fields 7.14982, response 7.14984 au
BH field along z: shift at 0.01 au 125.70 microhartree
  xi from the two larger fields only -2.51431 au
  xi from three fields -2.51431, response -2.51431 au
CH+ field along x: shift at 0.01 au -510.30 microhartree
  xi from the two larger fields only 10.30660 au
  xi from three fields 10.31687, response 10.31697 au
BH 6-31+G average: RHF 3.265, full CI 1.191 au
  full CI perp: Langevin -4.515, Van Vleck 7.563 au
  full CI lowest Pi 0.1109 hartree; |L_x|^2 1.616 au
CH+ 6-31+G average: RHF 6.976, full CI 3.035 au
  full CI perp: Langevin -2.622, Van Vleck 7.899 au
  full CI lowest Pi 0.1180 hartree; |L_x|^2 1.838 au
```
